# Isotropic etching of a height profile as a lower envelope of circles, part 2

A solid with straight grooves and ridges, seen in cross-section, is etched by a gas. The surface recedes along its normal at the constant speed $R$. Here $x$ is horizontal and $z$ is the height, measured upwards. At time $t=0$ solid fills $z<h_0(x)$ and gas fills $z\ge h_0(x)$, with $h_0$ Lipschitz. The removed depth $r=Rt$, a length, serves as the clock, and $h(x,r)$ is the height. Subscripts denote partial derivatives, $p=h_x$ is the slope and $q=\sqrt{1+p^2}$. The height obeys

$$
h_r=-\sqrt{1+h_x^2},\qquad\text{or}\qquad h_t=-R\sqrt{1+h_x^2}. \tag{2}
$$

The formula to be established for all times, so far proved only while the surface stays smooth, is

$$
h(x,r)=\min_{|x-y|\le r}\left[h_0(y)-\sqrt{r^2-(x-y)^2}\,\right]. \tag{1}
$$

Moving each initial surface point $(y,h_0(y))$ the distance $r$ along its normal into the solid gives the parallel curve

$$
x=y+\frac{rp}{q},\qquad z=h_0(y)-\frac{r}{q}. \tag{7}
$$

Here and in (8), $p=h_0'(y)$. For twice continuously differentiable $h_0$,

$$
\frac{\partial x}{\partial y}=1+\frac{r\,h_0''(y)}{q^3},\qquad
\frac{\partial z}{\partial y}=p\left(1+\frac{r\,h_0''(y)}{q^3}\right). \tag{8}
$$

During the smooth stage the radius of curvature, counted positive in valleys and negative on crests, follows

$$
\frac{q^3}{h_{xx}}=\frac{q^3}{h_0''}+r. \tag{9}
$$

After the first corner the parallel curve folds over and has several branches above some $x$.

For the V groove $h_0=m|x|$, with $m>0$ and $Q=\sqrt{1+m^2}$, two candidates share their flanks. The sharp V, $m|x|-rQ$, has its tip at $-rQ$. Formula (1) gives a groove rounded by an arc of radius $r$ around the old tip, with its bottom at $-r$. Equation (2) alone does not decide between them.

The example is the ripple $h_0=A\cos kx$, $k=2\pi/\lambda$, with $\lambda=200$ nm, $A=25$ nm and $R=200$ nm/min. Its smallest radius of curvature is $\rho=1/(Ak^2)=40.5$ nm, so the first corner appears after 12.2 s. Until then its peak-to-valley height stays at 50 nm.

## All times, and the smoothing of a ripple

The symbols are those of the first half: $h_0(x)$ is the initial height, with solid below and gas above; $R$ is the normal etch rate, $r=Rt$ the removed depth of a flat surface, $p$ a slope and $q=\sqrt{1+p^2}$. While the surface stays smooth, its height is the minimum (1) over the lower semicircles of radius $r$ centred on the initial surface. Smoothness ends when $r$ reaches the smallest radius of curvature on the crests, and from then on the equation $h_r=-q$ has more than one continuation. The ripple $A\cos kx$, with period $\lambda=2\pi/k$, has the radius of curvature $\rho=1/(Ak^2)$ at its crests and valleys.

The missing statement is a principle of comparison: if one initial gas region contains another, it still contains it at every later time. More gas at the start never means less gas later. The principle expresses that etching is local. Were the smaller gas region to catch up with the larger one, their surfaces would first touch at a point with a common normal, and there both recede at the same speed $R$, so neither overtakes the other. This argument presumes smooth surfaces at the contact. For surfaces with corners the principle is adopted as part of the definition of the model.

Two simple bodies suffice for the comparison. A disc of gas of radius $\varepsilon$ inside an unlimited solid stays a disc by symmetry and grows to the radius $\varepsilon+r$. A disc of solid of radius $d$ surrounded by gas shrinks to the radius $d-r$, as long as $r<d$.

Let $P$ be a point of the solid and $D$ its distance from the initial gas region. Suppose that $D<r$. Then there is a gas point at a distance less than $r$ from $P$, and by moving it slightly upwards one obtains a point $G$ in the interior of the gas, still closer to $P$ than $r$. A small disc of radius $\varepsilon$ around $G$ consists of gas. If this disc were the only gas, it would grow to the radius $\varepsilon+r$ and cover $P$. The actual gas region contains the disc at the start, so by comparison it also covers $P$.

Suppose instead that $D>r$. Choose $d$ with $r<d<D$. The disc of radius $d$ around $P$ is entirely solid. If everything outside it were gas, this solid disc would shrink to the radius $d-r>0$ and would still contain $P$. The actual gas region is smaller than this one at the start, so by comparison it has not reached $P$ either.

The point $P$ is therefore solid while $r<D$ and gas when $r>D$; its time of removal is $D/R$. Counting the moment of arrival as removal, one has

$$
\text{etched or gas at }r\iff\text{distance from the initial gas region}\le r. \tag{12}
$$

This settles the case of the V groove. The tip of the sinking sharp V lies at the depth $rQ$ below the old tip, where $Q=\sqrt{1+m^2}$ for flanks of slope $\pm m$. Every other point of the initial groove is higher than the old tip, so the old tip is the nearest gas point, and the distance is $rQ>r$. For flanks of unit slope it is $1.41\,r$. The sharp V removes material that the gas cannot have reached, and the rounded groove is the correct one.

It remains to translate (12) into heights. A point $(x,z)$ lies within $r$ of the gas if there is a gas point $(y,w)$, with $w\ge h_0(y)$, such that $(x-y)^2+(z-w)^2\le r^2$. If so, then $|x-y|\le r$ and $w-z\le\sqrt{r^2-(x-y)^2}$, hence

$$
z\ge w-\sqrt{r^2-(x-y)^2}\ge h_0(y)-\sqrt{r^2-(x-y)^2}. \tag{13}
$$

Conversely, suppose that $z\ge h_0(y)-\sqrt{r^2-(x-y)^2}$ for some $y$ with $|x-y|\le r$. If $z\ge h_0(y)$, take $w=z$; the gas point $(y,z)$ is then at the horizontal distance $|x-y|\le r$. If $z<h_0(y)$, take $w=h_0(y)$; then $0<w-z\le\sqrt{r^2-(x-y)^2}$, and the distance is again at most $r$. So $(x,z)$ belongs to the gas at $r$ if and only if $z$ is at least as large as the smallest of the values $h_0(y)-\sqrt{r^2-(x-y)^2}$. The gas occupies everything above the graph (1) and nothing below it. This proves the formula for all times, shows that no overhang develops, and explains why the upper halves of the circles play no part.

The formula was compared with two calculations that do not use it, for the asymmetric profile $A\cos kx+0.4A\sin(2kx+0.7)$ with $A=25$ nm, $\lambda=200$ nm and $r=200$ nm. A map of the distance of each pixel from the initial gas, with pixels of 0.5 nm, gave a surface that differs from (1) by at most 0.59 nm, about one pixel. A monotone finite-difference solution of (2) differed by at most 0.40, 0.20 and 0.10 nm on meshes of 1, 0.5 and 0.25 nm, so its error falls in proportion to the mesh.

For a smooth initial profile, the minimum also shows which part of the folded parallel curve survives. Let $\varphi(y)=h_0(y)-\sqrt{r^2-(x-y)^2}$ at fixed $x$. Its derivative is

$$
\varphi'(y)=h_0'(y)-\frac{x-y}{\sqrt{r^2-(x-y)^2}} . \tag{14}
$$

At the left end of the interval the fraction tends to $+\infty$ and at the right end to $-\infty$, so $\varphi$ falls from both ends inwards and its minimum lies inside. There $\varphi'=0$, which gives $x-y=rp/q$ with $p=h_0'(y)$. The point is on the parallel curve, with the square root equal to $r/q$. The second derivative at such a point is

$$
\varphi''=h_0''+\frac{r^2}{(r/q)^3}=h_0''+\frac{q^3}{r}=\frac{q^3}{r}\left(1+\frac{r\,h_0''}{q^3}\right). \tag{15}
$$

The bracket is $\partial x/\partial y$ from (8). Branches on which the parallel curve runs backwards, with $\partial x/\partial y<0$, are local maxima of $\varphi$ and never belong to the surface. At the top of the ripple, $x=y=0$, the second derivative is $1/r-1/\rho$, which turns negative when $r$ exceeds $\rho$. From then on the gas that first reaches the material at $x=0$ no longer comes from straight above; it arrives sooner from the two sides.

Where two branches meet, the surface has a corner, and the minimum fixes its sense. Let $f_1$ be the lower branch on the left of the meeting point and $f_2$ the lower one on the right. Then $f_2-f_1$ goes from positive to negative with increasing $x$, so the slope of $f_2$ there is at most that of $f_1$. The slope drops across the corner, and the corner points into the gas. Valleys behave in the opposite way. If $y$ gives the minimum at $x$, the whole semicircle around $(y,h_0(y))$ lies on or above the surface and touches it at $x$. A valley can therefore nowhere be more sharply curved than a circle of radius $r$. Isotropic etching rounds valleys and sharpens crests into ridges.

For the ripple it is enough to study $0\le x\le\lambda/2$, from a crest to the next valley. Any centre $y$ outside this interval can be brought into it by reflections at crests and valleys, which leave $h_0$ unchanged and do not increase the distance from $x$. The minimum is thus found with $y$ in the same interval, where $h_0'\le0$. The surface inherits this slope, so it descends all the way from $x=0$ to $x=\lambda/2$. The ridge stays at the old crest and the lowest point at the old valley.

The lowest point follows at once. Since $h_0\ge-A$ and the square root is at most $r$, the height (1) is nowhere below $-A-r$, and this value is reached under the old valley. No point is farther than $\lambda/2$ from a valley, so for $r\ge\lambda/2$ the circles around the valley bottoms alone give $h\le-A-\sqrt{r^2-\lambda^2/4}$ everywhere. The peak-to-valley height $W$ therefore obeys

$$
W\le r-\sqrt{r^2-\frac{\lambda^2}{4}}\qquad(r\ge\lambda/2), \tag{16}
$$

whatever the amplitude was.

For large $r$ a closer estimate is available. Let $d$ be the distance of $x$ from the nearest valley and $u$ that of the circle's centre, both on the same side. Near the valley, for $u\ll\lambda$, $h_0\approx-A+u^2/(2\rho)$; the value of $u$ found below satisfies this up to the ridge only when $r\gg\rho$. For $r\gg d$ the semicircle is nearly a parabola, so that

$$
\varphi\approx-A-r+\frac{u^2}{2\rho}+\frac{(d-u)^2}{2r}.
$$

The derivative with respect to $u$ vanishes when $u/\rho=(d-u)/r$, which gives $u=d\rho/(r+\rho)$ and $d-u=dr/(r+\rho)$. The last two terms then add up to

$$
\frac{d^2\rho}{2(r+\rho)^2}+\frac{d^2r}{2(r+\rho)^2}=\frac{d^2}{2(r+\rho)} .
$$

At the ridge $d=\lambda/2$, and therefore

$$
W\approx\frac{\lambda^2}{8(r+\rho)}\;\longrightarrow\;\frac{\lambda^2}{8r}\qquad(r\gg\lambda,\;r\gg\rho). \tag{17}
$$

Both forms need both conditions. For $A=0.2$ nm, where $\rho\approx5070$ nm, and $r=2000$ nm the first form gives 0.71 nm, while the ripple is still in its smooth stage and keeps its initial 0.40 nm. In the stated limit the valley is nearly an arc of radius $r+\rho$, the value that (9) gives at its bottom, and $W$ is the height of that arc over half a period. The initial amplitude enters through $\rho$ and is finally forgotten. The decay is slow: halving $W$ at late times requires doubling the total removed depth.

Now take the ripple of the first half, with $\lambda=200$ nm, $A=25$ nm and $R=200$ nm/min, after 60 s. Then $r=200$ nm, well beyond $\rho=40.5$ nm. The valley bottom stands at $-25-200=-225$ nm. At the crest, $x=0$, condition (14) reads

$$
Ak\sin ky=\frac{y}{\sqrt{r^2-y^2}},
$$

and its solutions other than $y=0$ are $y=\pm80.9$ nm. The root on the right is 182.9 nm, so the right-hand side is $80.9/182.9=0.44$. The initial height at the centre of the circle is $-20.7$ nm, and the ridge stands at

$$
h=-20.65-182.89=-203.5\ \text{nm}.
$$

The slope changes there from $+0.44$ to $-0.44$. The parallel curve started from the old crest would give $25-200=-175$ nm, which is 28.5 nm too high. The peak-to-valley height is $225.0-203.5=21.5$ nm, down from 50 nm. The bound (16) allows $200-\sqrt{200^2-100^2}=26.8$ nm, and the estimate (17) gives $200^2/(8\times240.5)=20.8$ nm, which is 3% below the value from (1). After 240 s, with 800 nm removed, the height is 6.0 nm and (17) gives 5.9 nm. Four times the etching has reduced the remaining ripple by a factor of 3.6.

These numbers are meant for silicon ripples etched by fluorine radicals from a remote SF₆ plasma, and all material data used here are rough typical values. The first assumption to examine is the equal supply of radicals. At 0.2 Torr and 300 K, with a collision cross-section of 0.5 nm², the mean free path is about 220 µm for collision partners of equal mass and about 290 µm for a fluorine atom among SF₆ molecules, so radicals rarely collide with gas molecules while crossing a groove. The valley bottom receives directly only 87% of the flux that falls on a flat surface. If a radical reacts with probability 0.05 at each impact and is otherwise re-emitted diffusely, most of the missing 13% arrives from the walls. The flux balance for the initial ripple leaves the valley 0.8% short of the crest. With the shape held fixed, this would make the valley about 1.55 nm shallower after 60 s. That overstates the effect, because the groove becomes flatter as it is etched: for the profile reached after 60 s, the valley is only about 0.1% short of the flux on a flat surface, and the shortfall summed over the successive shapes given by (1) amounts to about 0.8 nm. The effect is small only because the reaction probability was taken small. For probabilities of 0.2 and 0.5 the initial shortfall is 3% and 7%, and the sum over 60 s is about 3 and 7 nm, which is no longer negligible against 21.5 nm.

With the values assumed here, a dependence of $R$ on curvature can change the ripple height more than the uneven supply of radicals does. Atoms on a crest are bound less firmly, which suggests a rate $R(1+\ell\kappa)$, with $\kappa$ the curvature counted positive on crests. The excess surface energy per atom is the surface energy times the atomic volume times $\kappa$. If all of it lowered the reaction barrier, the rate would gain the factor $e^{\ell\kappa}\approx1+\ell\kappa$, where $\ell$ is the surface energy times the atomic volume divided by $k_{\rm B}T$. With 1.5 J/m² and 0.020 nm³ at 300 K this is 7.2 nm, and the rate at the initial crest would rise by 18% in the linear form and by 20% in the exponential one. The peak-to-valley height after 60 s would then be 9.7 nm (9.6 nm with the exponential) instead of 21.5 nm. With a tenth of that length it would be 20.3 nm, a reduction of 6%. The fraction that applies to this reaction is not determined here, so the computed height is reliable only if $\ell$ is well below the upper estimate. For the full length, a tenth and a twentieth of it, the profile after 60 s departs from (1) by at most 11.6, 1.3 and 0.6 nm. For the two shorter lengths the departure is larger near the time when the corner forms, about 1.6 nm at $r=60$ nm and 0.8 nm at $r=40$ nm. In these cases the departure falls as $\ell$ is reduced, as it should if (1) describes the limit of a weak curvature effect.

Within formula (1), a uniform change of temperature alters only $R$, by 1.3% per kelvin from the Arrhenius factor alone for an activation energy of 0.1 eV at 300 K, and thus shifts the time scale. Ion bombardment, dependence on crystal orientation and atomic-scale noise are left out and have not been estimated. The first two can make the rate depend on the direction of the normal, and the circles in (1) then no longer apply. Most of the values quoted here are also in the numerical output below, many of them with further digits.

## Numbers as computed

```
Period 200 nm, amplitude 25 nm, rate 200 nm/min
Rate: 3.3333 nm/s
Initial peak-to-valley height: 50.0 nm
Largest initial slope: 0.7854 (no unit)
Crest (and valley) radius of curvature: 40.53 nm
Cusp time: 12.16 s
t = 6.00 s: circle radius 20.00 nm, crest 5.00 nm,
   valley -45.00 nm, peak-to-valley 50.00 nm
t = 12.16 s: circle radius 40.53 nm, crest -15.53 nm,
   valley -65.53 nm, peak-to-valley 50.00 nm
t = 60.00 s: circle radius 200.00 nm, crest -203.54 nm,
   valley -225.00 nm, peak-to-valley 21.46 nm
   upper bound on peak-to-valley 26.79 nm
   late-time law with rho 20.79 nm
t = 240.00 s: circle radius 800.00 nm, crest -819.03 nm,
   valley -825.00 nm, peak-to-valley 5.97 nm
   upper bound on peak-to-valley 6.27 nm
   late-time law with rho 5.95 nm
60 s crest: circle centre at x = +/-80.945 nm
   centre height -20.652 nm, drop 182.888 nm
   crest height -203.540 nm
   parallel curve from old crest -175.00 nm (false branch)
Late test, radius 4000 nm: peak-to-valley 1.2377 nm
   law with rho 1.2375 nm, without rho 1.2500 nm
PDE minus formula, largest gap at 60 s, uneven profile:
   mesh 1, 0.5, 0.25 nm: 0.401, 0.202, 0.102 nm
Distance map, pixel 0.5 nm: largest gap 0.590 nm
Two-stage minus one-stage etch: 1.0e-04 nm
V groove, unit slopes, r = 1: sharp-V tip is 1.4142 r from gas
Rough inputs: reaction probability 0.05, pressure 0.2 Torr,
   cross-section 0.5 nm2, temperature 300 K,
   surface energy 1.5 J/m2, atom volume 0.02 nm3,
   activation energy 0.1 eV
Mean free path: 220 um
Open-sky share at valley: 0.869 (no unit)
Valley flux deficit against crest: 0.77 %
   shift on halving the mesh: 0.000 %-points
   depth effect over 60 s, shape held: 1.55 nm
Curvature length, upper estimate: 7.24 nm
   rate change at initial crest: 17.9 %
   60 s peak-to-valley, full length: 9.71 nm
   60 s peak-to-valley, tenth of it: 20.27 nm
   mesh shift of the latter (1 to 0.5 nm): 0.017 nm
   largest profile gap, full, 1/10, 1/20: 11.57, 1.28, 0.64 nm
Rate sensitivity to temperature: 1.29 % per K
```
